# Magnetic neutron scattering-length density of saturated iron

## Problem

A wide, flat iron film is magnetized to saturation in its own plane. Neutrons are reflected from it specularly, so that the wavevector transfer $Q$ is normal to the film. Take these rough typical values for iron: mass density $d=7.87$ g/cm³, molar mass $M_{\rm mol}=55.85$ g/mol, magnetic moment $m=2.2$ Bohr magnetons per atom, and nuclear scattering length $b_n=9.5$ fm.

1. Find the number density of atoms and the magnetization.
2. Derive the magnetic scattering-length density $\rho_m$ from the energy of the neutron's moment in the film, and evaluate it.
3. Obtain the same scattering length from the field of a single atom. What happens if the moment is parallel to $Q$?
4. Find the total scattering-length density and the critical $Q$ for each of the two neutron spin states.
5. Estimate how far temperature, the size of the magnetic shell and the rounding of the moment affect the answer.

## Solution

### 1. Number density and magnetization

Dividing the mass density by the molar mass gives moles per volume, and the Avogadro constant $N_A$ turns this into atoms per volume:

$$N=\frac{d\,N_A}{M_{\rm mol}}=\frac{7.87\ \text{g/cm}^3}{55.85\ \text{g/mol}}\,N_A=0.08486\ \text{Å}^{-3}.$$

The body-centred cubic cell of iron holds two atoms, so its edge must be $(2/N)^{1/3}=2.867$ Å, a sensible size for a metal.

At saturation all atomic moments point the same way. With $\mu_B$ the Bohr magneton,

$$M=N m\mu_B=1.731\ \text{MA/m},\qquad \mu_0M=2.176\ \text{T}.$$

### 2. From the magnetic field to the scattering-length density

**The field in the film.** Let $z$ be the film normal and let $\mathbf M$ point along $x$. The magnetization is equivalent to bound surface currents $\mathbf K=\mathbf M\times\hat{\mathbf n}$, where $\hat{\mathbf n}$ is the outward normal. The top face carries $-M\hat{\mathbf y}$ and the bottom face $+M\hat{\mathbf y}$. A wide current sheet produces a field of size $\mu_0K/2$ on each side, with opposite directions on the two sides. Between the faces both sheets give $+\mu_0M/2$ along $x$; outside, their fields cancel. Hence

$$B=\mu_0M\ \text{inside},\qquad B=0\ \text{outside}.$$

An applied field parallel to the film adds the same $\mu_0H$ on both sides. It shifts the neutron's energy equally everywhere and gives no contrast, so it is left out below.

Take a film of thickness $t$, of finite width $w$ along $\mathbf M$ and infinitely long across it. A current strip at distance $h$ from a point at mid-width gives $(\mu_0K/\pi)\arctan(w/2h)\approx\mu_0K\,[1/2-2h/(\pi w)]$. The distances from an inner point to the two faces add up to $t$, so the inner field at mid-width is $\mu_0M[1-2t/(\pi w)]$. The field is weaker near the two edges that $\mathbf M$ points toward and away from, and falls to about half at the edge itself. The numerical factor in the correction depends on the shape of the film, but it stays of order $t/w$ away from these edges. For $w/t=10^4$, numerical integration over the currents gives $0.99994\,\mu_0M$ inside, in agreement with this estimate.

**The potential energy.** A neutron with moment $\boldsymbol\mu_n$ has energy $V=-\boldsymbol\mu_n\cdot\mathbf B$. Its moment is opposite to its spin, so

$$V_{\rm mag}=\pm|\mu_n|\mu_0M,$$

with the plus sign for spin along $\mathbf B$ and the minus sign for spin against it. The size of this energy is 131.2 neV.

**The scattering-length density.** In the Born approximation a potential $V(\mathbf r)$ has the scattering length

$$b(\mathbf Q)=\frac{m_n}{2\pi\hbar^2}\int V(\mathbf r)\,e^{i\mathbf Q\cdot\mathbf r}\,d^3r ,$$

where $m_n$ is the neutron mass and a positive $b$ means repulsion. For small $Q$ the exponential is 1 across a small volume element. The scattering length per volume of a uniform potential is therefore

$$\rho=\frac{m_nV}{2\pi\hbar^2}.$$

Inserting $|V_{\rm mag}|=|\mu_n|\mu_0Nm\mu_B$ gives

$$\rho_m=N\,m\,p,\qquad p=\frac{m_n|\mu_n|\mu_0\mu_B}{2\pi\hbar^2}.$$

The quantity $p$ is the magnetic scattering length per Bohr magneton. To simplify it, write $|\mu_n|=\gamma e\hbar/(2m_p)$, with $\gamma=1.91304$ and $m_p$ the proton mass, and $\mu_B=e\hbar/(2m_e)$. The factors of $\hbar$ cancel:

$$p=\frac{m_n\mu_0}{2\pi\hbar^2}\,\frac{\gamma e\hbar}{2m_p}\,\frac{e\hbar}{2m_e}
=\frac{\gamma}{2}\,\frac{m_n}{m_p}\,\frac{\mu_0e^2}{4\pi m_e}
=\frac{\gamma r_e}{2}\,\frac{m_n}{m_p}.$$

The last fraction before the final step is the classical electron radius, $r_e=2.81794$ fm. Numerically,

$$p=\frac{1.91304\times2.81794\ \text{fm}}{2}\times1.00138=2.6991\ \text{fm}.$$

The customary value $\gamma r_e/2=2.6954$ fm omits the mass ratio, a change of about 0.1 percent.

**The result.** One iron atom has the magnetic scattering length $2.2\times2.6991\ \text{fm}=5.938$ fm. Since 1 fm is $10^{-5}$ Å,

$$\rho_m=0.08486\ \text{Å}^{-3}\times5.938\times10^{-5}\ \text{Å}=5.04\times10^{-6}\ \text{Å}^{-2}.$$

To the two figures that the moment allows, $\rho_m\approx5.0\times10^{-6}$ Å⁻².

The derivation used the atoms solely to find $M$. For any film saturated in its plane, $\rho_m$ is proportional to $\mu_0M$, and the ratio is $5.04\times10^{-6}\ \text{Å}^{-2}/2.176\ \text{T}=2.32\times10^{-6}$ Å⁻² per tesla. Neutron reflection thus measures the magnetization, which is the magnetic moment per volume; a moment per atom follows once $N$ is known.

### 3. The same length from one atom

Replace the atom by a sphere of radius $R$ with uniform magnetization $M_s$ along an axis $\hat{\mathbf u}$, so that its moment is $\mu=4\pi R^3M_s/3$. Let $\theta$ be the angle from this axis.

**Its field.** There are no free currents, so $\mathbf H=-\nabla\Phi$. Try $\Phi=Cr\cos\theta$ inside and $\Phi=CR^3\cos\theta/r^2$ outside, which agree at $r=R$. The radial part of $\mathbf B$ must also be continuous there:

$$-C\cos\theta+M_s\cos\theta=2C\cos\theta\quad\Rightarrow\quad C=M_s/3.$$

Inside, $H=-M_s/3$ along the axis, so $B=\tfrac23\mu_0M_s$. Outside, the field is that of a dipole, with axial component

$$B_u=\frac{\mu_0\mu}{4\pi}\,\frac{3\cos^2\theta-1}{r^3}.$$

The components of $\mathbf B$ across the axis integrate to zero by reflection symmetry in the two cases below, $\mathbf Q$ perpendicular and $\mathbf Q$ parallel to the moment. Only $B_u$ is then needed.

**Inside part.** Define the form factor of the sphere as the average of $e^{i\mathbf Q\cdot\mathbf r}$ over its volume. With $x=QR$,

$$F=\frac{3}{R^3}\int_0^R\frac{\sin Qr}{Qr}\,r^2dr=\frac{3(\sin x-x\cos x)}{x^3}.$$

The inside field contributes $\tfrac23\mu_0M_s$ times the volume times $F$, which is $\tfrac23\mu_0\mu F$.

**Outside part.** Let $s=Qr$ and let $f(s)=4\pi\sin s/s$, the integral of $e^{i\mathbf s\cdot\hat{\mathbf r}}$ over all directions $\hat{\mathbf r}$. A factor $\cos^2\theta$ under this integral is produced by $-\partial^2/\partial s_u^2$. When $\mathbf s$ is perpendicular to the axis, $\partial^2f/\partial s_u^2=f'/s$, and the angular integral of $(3\cos^2\theta-1)e^{i\mathbf s\cdot\hat{\mathbf r}}$ is

$$A_\perp=-\frac{3f'}{s}-f.$$

The volume element $r^2dr$ and the factor $1/r^3$ leave $dr/r=ds/s$. Because $f''=-f-2f'/s$,

$$\frac{d}{ds}\!\left(\frac{f'}{s}\right)=\frac{f''}{s}-\frac{f'}{s^2}=-\frac fs-\frac{3f'}{s^2}=\frac{A_\perp}{s}.$$

The radial integral is now immediate, since $f'/s$ vanishes at infinity:

$$\int_x^\infty\frac{A_\perp}{s}\,ds=-\frac{f'(x)}{x}=4\pi\,\frac{\sin x-x\cos x}{x^3}=\frac{4\pi F}{3}.$$

Multiplying by $\mu_0\mu/(4\pi)$ gives $\tfrac13\mu_0\mu F$. The total for $\mathbf Q$ perpendicular to the moment is

$$\left(\tfrac23+\tfrac13\right)\mu_0\mu F=\mu_0\mu F.$$

For $QR\ll1$, $F\to1$. With $\mu=m\mu_B$, the scattering length is then $m_n|\mu_n|\mu_0m\mu_B/(2\pi\hbar^2)=mp$, the length found from the field of the whole film. The outside third does not disappear at small $Q$: the integral is over $s=Qr$, so its range simply moves out to distances of order $1/Q$.

**Moment parallel to $\mathbf Q$.** Now $\partial^2f/\partial s_u^2=f''$, and

$$A_\parallel=-3f''-f=2f+\frac{6f'}{s}=-2A_\perp.$$

The outside part becomes $-\tfrac23\mu_0\mu F$ and cancels the inside part. The film shows the same thing: the normal component of $\mathbf B$ is continuous through a wide surface, so magnetization along the normal produces no step in $\mathbf B$. Saturated iron magnetized along the film normal has no magnetic contrast in specular reflection, although its atoms carry the same moments.

Direct numerical integration of the sphere's field at $QR=1$ gives shares of 0.6667 and 0.3333 in the perpendicular case, and a total of 0.0000 in the parallel case, all in units of $\mu_0\mu F$.

### 4. Two spin states and two critical edges

The nuclear part is the same for both spin states:

$$\rho_n=Nb_n=0.08486\ \text{Å}^{-3}\times9.5\times10^{-5}\ \text{Å}=8.06\times10^{-6}\ \text{Å}^{-2}.$$

The signs from section 2 give

$$\rho_+=\rho_n+\rho_m=13.10\times10^{-6}\ \text{Å}^{-2},\qquad
\rho_-=\rho_n-\rho_m=3.02\times10^{-6}\ \text{Å}^{-2},$$

for spin along and against $\mathbf B$. The field has one direction throughout, so a neutron in either state stays in it.

Let $k$ be the normal component of the incident wavevector. In specular reflection this component is reversed, hence $Q=2k$. The Schrödinger equation for motion along $z$ inside the film is

$$\psi''+\left(k^2-\frac{2m_nV}{\hbar^2}\right)\psi=0,\qquad \frac{2m_nV}{\hbar^2}=4\pi\rho .$$

For $k^2<4\pi\rho$ the wave decays in the film, and a thick film without absorption reflects totally. The edge lies at $k=\sqrt{4\pi\rho}$, or

$$Q_c=4\sqrt{\pi\rho}.$$

This gives $Q_c=0.0257$ Å⁻¹ for spin along $\mathbf B$ and $0.0123$ Å⁻¹ for spin against it. Between these two values a thick iron film with vacuum behind it reflects one spin state totally and lets part of the other through. It therefore acts as a partial spin polarizer. The same holds on a substrate whose scattering-length density is below $\rho_-$, such as silicon. On a substrate with a higher value, such as sapphire, the spin state against $\mathbf B$ is also totally reflected up to the substrate's own critical $Q$, and the useful range shrinks.

The edges were tested by integrating the Schrödinger equation through a film 5000 Å thick, with vacuum on both sides and no absorption. At $0.95\,Q_c$ the reflectivity is 1.00000 for both spin states. At $1.10\,Q_c$ it has dropped to 0.445 for spin along $\mathbf B$ and 0.496 for spin against it. These last two values belong to this thickness, because waves reflected at the front and back faces interfere.

### 5. How far the number can be trusted

**Rounding of the moment.** A moment quoted as 2.2 may be off by 0.05. Since $\rho_m$ is proportional to $m$, the relative uncertainty is $0.05/2.2=2.3$ percent. The third figure of $5.04\times10^{-6}$ Å⁻² is useful for comparing routes of calculation, but it is not a property of iron established here. The same holds for the critical edges. Because $\rho_-$ is a difference, this rounding moves it by about 4 percent. For moments from 2.25 to 2.15 the edge for spin against $\mathbf B$ runs from 0.0121 to 0.0126 Å⁻¹, and the edge for spin along $\mathbf B$ from 0.0258 to 0.0255 Å⁻¹.

**Temperature.** Take 2.2 as the low-temperature moment. At 300 K spin waves reduce the magnetization. In a simple model each spin wave has energy $Dq^2$, with rough stiffness $D=280$ meV Å², and removes two Bohr magnetons. Their number per volume is

$$n=\frac{1}{2\pi^2}\int_0^\infty\frac{q^2\,dq}{e^{Dq^2/k_BT}-1}
=\zeta(3/2)\left(\frac{k_BT}{4\pi D}\right)^{3/2}.$$

The second form follows by expanding the integrand in powers of $e^{-Dq^2/k_BT}$ and using $\int_0^\infty q^2e^{-aq^2}dq=\sqrt\pi/(4a^{3/2})$ in each term; the sum over $j^{-3/2}$ is $\zeta(3/2)$. The relative loss is $2n/(Nm)=1.76$ percent, which lowers $\rho_m$ to $4.95\times10^{-6}$ Å⁻². This loss is comparable with the 2.3 percent uncertainty from rounding the moment. The energy $Dq^2$ holds only for long waves. On a body-centred cubic lattice with nearest-neighbour coupling and the same $D$, the energies rise more slowly at large $q$, and the loss becomes about 1.9 percent. The model also treats the spin waves as independent, so it cannot be carried up to the Curie temperature.

**Size of the magnetic shell.** The moment is spread over the 3d shell. For a spherical shell the magnetic amplitude is multiplied by the average of $\sin(Qr)/(Qr)$, which is $1-Q^2\langle r^2\rangle/6$ at small $Q$. A Slater 3d orbital with effective charge 6.25 has a root-mean-square radius of 0.95 Å. At $Q=0.2$ Å⁻¹,

$$\frac{Q^2\langle r^2\rangle}{6}=\frac{(0.2\times0.95)^2}{6}=0.0060,$$

a loss of 0.60 percent. This is a generous estimate, because Slater's rule makes the 3d shell of iron too wide. A Hartree–Fock 3d shell of Fe²⁺ has a root-mean-square radius near 0.62 Å, which gives a loss of about 0.3 percent. The loss affects the amplitude reflected at that $Q$. The value of $\rho_m$ itself is the small-$Q$ limit and is unchanged.

**Real films.** The inputs are typical of bulk iron. A deposited film may be less dense, and its surface may be oxidized or rough. At a fixed moment per atom, a density lower by 1 percent lowers both $\rho_n$ and $\rho_m$ by 1 percent. An oxidized layer needs its own values of $\rho_n$ and $\rho_m$. If the film is not saturated, domains pointing in different directions reduce the mean magnetization along the field, and magnetization in the plane but across the neutron's spin can flip that spin. The two-valued $\rho_n\pm\rho_m$ with the full $\rho_m$ then no longer describes the film.

The numerical output below lists the inputs, intermediate values and checks.

## Values computed for the example and the checks

```
mass density (rough input): 7.87 g/cm3
molar mass (input): 55.85 g/mol
moment per atom (input): 2.2 Bohr magnetons
nuclear scattering length (rough input): 9.5 fm
number density N: 0.08486 per cubic angstrom
implied bcc cube edge: 2.867 angstrom
gamma: 1.91304 (no unit)
classical electron radius: 2.81794 fm
mass ratio m_n/m_p: 1.00138 (no unit)
gamma r_e/2: 2.6954 fm per Bohr magneton
p with mass ratio: 2.6991 fm per Bohr magneton
magnetic length per atom: 5.938 fm
magnetization M: 1.731 MA/m
mu_0 M: 2.176 T
magnetic potential energy: 131.2 neV
nuclear potential energy: 209.9 neV
MAGNETIC SLD: 5.039 x 1e-6 per square angstrom
same with customary p: 5.032 x 1e-6 /A^2
same from current-sheet field: 5.039 x 1e-6 /A^2
same from sphere integral: 5.039 x 1e-6 /A^2
film field inside: 0.99994 mu_0 M
film field outside: -0.00006 mu_0 M
sphere, Q perpendicular, inside share: 0.6667
sphere, Q perpendicular, outside share: 0.3333
sphere, Q perpendicular, total: 1.0000
sphere, Q parallel, total: 0.0000
nuclear SLD: 8.06 x 1e-6 /A^2
SLD, spin along B: 13.10 x 1e-6 /A^2
SLD, spin against B: 3.02 x 1e-6 /A^2
critical Q, spin along B: 0.0257 per angstrom
critical Q, spin against B: 0.0123 per angstrom
reflectivity, spin along B, at 0.95 Qc: 1.00000
reflectivity, spin along B, at 1.10 Qc: 0.445
reflectivity, spin against B, at 0.95 Qc: 1.00000
reflectivity, spin against B, at 1.10 Qc: 0.496
temperature: 300 K
magnon stiffness (rough input): 280 meV A^2
spin-wave loss of magnetization: 1.76 percent
magnetic SLD after this loss: 4.95 x 1e-6 /A^2
effective charge of 3d shell: 6.25 e
rms radius of 3d shell: 0.95 angstrom
form-factor loss at Q = 0.2 /A: 0.60 percent
effect of rounding the moment: 2.3 percent
```
